# Switching-voltage distribution of a memristive cell under a linear ramp

## First half: the switching distribution

A memristive cell starts in its high-resistance state. The voltage across it is raised from zero at a constant rate, and at some voltage the cell switches to low resistance. When the ramp is repeated on the same cell, prepared in the same way, the switching voltage comes out different each time. The problem is to find how it is distributed.

The model has four assumptions.

- The voltage is $V=rt$, with ramp rate $r>0$, from $t=0$.
- A cell that has not switched by time $t$ switches in the next short interval $dt$ with probability $\Gamma\,dt$. This conditional rate $\Gamma$ is called the hazard.
- The hazard depends on the present voltage and not on the history: $\Gamma(V)=\Gamma_0\,e^{V/V_0}$, with $\Gamma_0>0$ and $V_0>0$.
- Once switched, the cell stays switched for the rest of the ramp.

The algebra uses atomic units, in which the elementary charge is 1, so that a voltage has the same numerical value as the energy it gives to one elementary charge. Numbers for the device in the second half are in volts, seconds, nanometres and kelvin, with barriers in eV.

### (a) Find the probability that the cell is still unswitched at voltage $V$, and the density of the switching voltage.

**Solution.** Let $S$ be the probability that the cell has not switched. To be unswitched at $t+dt$ it must be unswitched at $t$ and must then survive the interval $dt$:

$$S(t+dt)=S(t)\,[1-\Gamma\,dt].$$

Subtracting $S(t)$ and dividing by $dt$ gives $dS/dt=-\Gamma S$. Since $dV=r\,dt$, the voltage can replace time as the variable:

$$\frac{dS}{dV}=-\frac{\Gamma(V)}{r}\,S,\qquad S(0)=1 .$$

Dividing by $S$ turns the left side into $d\ln S/dV$. Integration from 0 to $V$ then gives

$$\ln S(V)=-\frac{\Gamma_0}{r}\int_0^V e^{V'/V_0}\,dV'=-\frac{\Gamma_0V_0}{r}\left(e^{V/V_0}-1\right).$$

The parameters enter through one dimensionless number,

$$a=\frac{\Gamma_0V_0}{r},\qquad S(V)=\exp\!\left[-a\left(e^{V/V_0}-1\right)\right].$$

The ramp needs a time $V_0/r$ to climb by $V_0$, so $a$ is the expected number of switching events in that time at the zero-voltage rate. A small $a$ means a fast ramp.

The probability of switching between $V$ and $V+dV$ is the loss of survival, $p\,dV=-dS$. Hence

$$p(V)=\frac{\Gamma(V)}{r}S(V)=\frac{a}{V_0}\exp\!\left[\frac{V}{V_0}-a\left(e^{V/V_0}-1\right)\right],\qquad V\ge 0 .$$

It is normalized, because $\int_0^\infty p\,dV=S(0)-S(\infty)=1-0$.

The density is a product of two competing factors. The hazard grows with voltage, while the supply of unswitched cells runs out. Their competition produces the peak.

### (b) At which voltage is the density largest? State when the answer holds.

**Solution.** The logarithm has its maximum at the same place as $p$ and is easier to differentiate:

$$\ln p=\ln\frac{a}{V_0}+\frac{V}{V_0}-a\left(e^{V/V_0}-1\right),$$

$$\frac{d\ln p}{dV}=\frac{1}{V_0}\left(1-a\,e^{V/V_0}\right),\qquad \frac{d^2\ln p}{dV^2}=-\frac{a}{V_0^2}\,e^{V/V_0}<0 .$$

The slope decreases steadily with $V$, so there is a single maximum. Its place depends on the sign of the slope at the start, which is the sign of $1-a$.

If $a<1$, the density first rises. It peaks where $a\,e^{V^*/V_0}=1$, that is, at $V^*=-V_0\ln a$:

$$V^*=V_0\ln\frac{r}{\Gamma_0V_0}\qquad\text{for } r>\Gamma_0V_0 .$$

If $a\ge1$, the slope is negative for every $V>0$, and the density is largest at $V=0$. The logarithm would then give a negative voltage (or zero at $a=1$), which the ramp does not visit. The formula therefore needs the condition $r>\Gamma_0V_0$. Under that condition it holds without any approximation for fast ramps.

The peak condition can be written $\Gamma(V^*)=r/V_0$. The hazard at the mode equals the inverse of the time in which the ramp climbs by $V_0$. Far below $V^*$ the ramp moves on before a switch is likely. Far above it few cells are left.

The mode does not depend on where the ramp begins, provided it begins below $V^*$. With a start at $V_s$, the lower limit of the integral in (a) changes, and

$$S(V)=\exp\!\left[-a\left(e^{V/V_0}-e^{V_s/V_0}\right)\right].$$

The new term is a constant in $\ln p$, so it drops out of the derivative.

### (c) How many cells have switched by the mode, and how high is the peak? At what voltage has a given fraction $q$ switched?

**Solution.** At the mode $a\,e^{V^*/V_0}=1$, so the exponent of $S$ is $-(1-a)$. Also $\Gamma(V^*)/r=1/V_0$. Therefore

$$S(V^*)=e^{a-1},\qquad p(V^*)=\frac{\Gamma(V^*)}{r}S(V^*)=\frac{e^{a-1}}{V_0}.$$

For $a\ll1$ a fraction $1-e^{-1}\approx0.632$ has switched by the mode. The mode thus lies above the median in a fast ramp.

For the quantile $V_q$, set $S(V_q)=1-q$ and take the logarithm:

$$a\left(e^{V_q/V_0}-1\right)=-\ln(1-q)
\quad\Longrightarrow\quad
V_q=V_0\ln\!\left[1-\frac{\ln(1-q)}{a}\right].$$

The median is the case $q=1/2$, which gives $V_0\ln(1+\ln2/a)$.

A simple estimate of the switching voltage sets the integrated hazard to one, $a(e^{V/V_0}-1)=1$. This gives $V=V_0\ln(1+1/a)=V^*+V_0\ln(1+a)$. For $a<1$ it therefore lies above the mode by $V_0\ln(1+a)$, which becomes negligible for $a\ll1$.

### (d) Find the mean switching voltage for any $a$, and its limits for fast and slow ramps.

**Solution.** Integrate by parts with $p=-dS/dV$. The boundary term $VS$ vanishes at both ends, so

$$\langle V\rangle=\int_0^\infty V\,p\,dV=\int_0^\infty S(V)\,dV .$$

Now substitute $y=a\,e^{V/V_0}$. Then $dV=V_0\,dy/y$, the lower limit is $y=a$, and $S=e^{a-y}$:

$$\langle V\rangle=V_0\,e^{a}\int_a^\infty\frac{e^{-y}}{y}\,dy=V_0\,e^{a}E_1(a),$$

where $E_1$ is the exponential integral defined by the last integral.

For small $a$, integrate $E_1$ by parts once more, using $1/y=d\ln y/dy$:

$$E_1(a)=-e^{-a}\ln a+\int_a^\infty e^{-y}\ln y\,dy .$$

As $a\to0$ the remaining integral tends to $\int_0^\infty e^{-y}\ln y\,dy=-\gamma$, where $\gamma\approx0.5772$ is Euler's constant; this value is derived in (e). Hence

$$\langle V\rangle\to V_0(-\ln a-\gamma)=V^*-\gamma V_0\qquad(a\ll1).$$

In a fast ramp the mean lies below the mode by about $0.58\,V_0$.

For a slow ramp, $a\gg1$, the cell switches while $V\ll V_0$. Then $e^{V/V_0}-1\approx V/V_0$ and $S\approx e^{-aV/V_0}=e^{-\Gamma_0V/r}$. The mean is $r/\Gamma_0$, which is the voltage reached in the zero-voltage lifetime $1/\Gamma_0$. The ramp then has little influence on the switching time.

The case $a=0.2$ lies between these limits. The mode is $V_0\ln5=1.609\,V_0$. For the mean, $E_1$ is needed beyond its leading terms. From its definition, $dE_1/da=-e^{-a}/a=-1/a+1-a/2+a^2/6-\dots$, and integration with the constant $-\gamma$ fixed by the limit above gives

$$E_1(a)=-\gamma-\ln a+a-\frac{a^2}{4}+\frac{a^3}{18}-\dots$$

At $a=0.2$ this is $1.2227$, and multiplication by $e^{0.2}=1.2214$ gives $\langle V\rangle=1.493\,V_0$. The fast-ramp formula would have given $(1.609-0.577)V_0=1.032\,V_0$, which is 31% below the true mean. The formula for the mode holds here, but the one for the mean does not yet.

### (e) For $a\ll1$, find the shape of the distribution, its standard deviation and its skewness.

**Solution.** In the variable $y=a\,e^{V/V_0}$ the survival is $S=e^{a-y}$ for $y\ge a$. When $a\ll1$ the start may be moved to $y=0$, and $y$ becomes an exponential variable with density $e^{-y}$. Since $V=V_0\ln(y/a)=V^*+V_0\ln y$, the distribution of $V$ is that of $\ln y$, stretched by $V_0$ and shifted to $V^*$:

$$p(V)\approx\frac1{V_0}\exp\!\left[z-e^{z}\right],\qquad z=\frac{V-V^*}{V_0}.$$

This is the Gumbel distribution for minima. It falls as $e^{z}$ on the low-voltage side and much faster, as $\exp(-e^{z})$, on the high-voltage side.

The moments of $\ln y$ follow from the generating function

$$\left\langle e^{s\ln y}\right\rangle=\int_0^\infty y^{s}e^{-y}\,dy=\Gamma_{\rm E}(1+s),$$

where $\Gamma_{\rm E}$ is Euler's gamma function, not the hazard. The coefficients of $s^m/m!$ in its logarithm are the cumulants $\kappa_m$. The first three are the mean, the variance and the third central moment.

To expand the logarithm, write $e^{-y}$ as the limit of $(1-y/n)^n$ on $0<y<n$. Repeated integration by parts gives

$$\int_0^n\left(1-\frac yn\right)^{n}y^{s}\,dy=\frac{n!\;n^{s+1}}{(s+1)(s+2)\cdots(s+n+1)} .$$

As $n\to\infty$ the factor $n/(s+n+1)$ tends to 1. Dividing $n!$ into the remaining $n$ factors leaves

$$\ln\Gamma_{\rm E}(1+s)=\lim_{n\to\infty}\left[s\ln n-\sum_{k=1}^{n}\ln\!\left(1+\frac sk\right)\right].$$

Now expand each logarithm as $s/k-s^2/2k^2+s^3/3k^3-\dots$ for $|s|<1$. The linear terms combine to $-s\lim(\sum_{k\le n} 1/k-\ln n)=-\gamma s$, which is the definition of $\gamma$. With $\zeta(m)=\sum_k k^{-m}$,

$$\ln\Gamma_{\rm E}(1+s)=-\gamma s+\frac{\zeta(2)}2s^2-\frac{\zeta(3)}3s^3+\dots$$

Multiplying the coefficients by $1!$, $2!$ and $3!$ gives $\kappa_1=-\gamma$, $\kappa_2=\zeta(2)=\pi^2/6$ and $\kappa_3=-2\zeta(3)$. The first is the integral used in (d). Restoring the scale $V_0$,

$$\sigma=\frac{\pi}{\sqrt6}V_0\approx1.283\,V_0,\qquad
\frac{\kappa_3}{\kappa_2^{3/2}}=-\frac{12\sqrt6\,\zeta(3)}{\pi^3}\approx-1.14 .$$

The negative skewness expresses the longer tail towards low voltage. Early switching is possible at any point of the ramp, whereas late switching requires survival under a hazard that grows exponentially.

### (f) How do the mode and the width respond to the ramp rate, and what can be learned from that?

**Solution.** At fixed $\Gamma_0$ and $V_0$, with $r>\Gamma_0V_0$,

$$\frac{dV^*}{d\ln r}=V_0,$$

so each decade of ramp rate raises the mode by $V_0\ln10\approx2.303\,V_0$. The width in (e) contains no $r$: for $a\ll1$ a faster ramp moves the distribution without changing its shape.

Two separate measurements therefore give $V_0$, one from the slope of $V^*$ against $\ln r$ and one from $\sigma\sqrt6/\pi$. The second needs a very fast ramp, because the width approaches its limit slowly: at $a=0.01$ it is $1.18\,V_0$, still 8% below $1.283\,V_0$. If the two values disagree by more than their errors although $a$ is small enough, some assumption of the model has failed. Part (i) treats a cause of such a disagreement.

With $V_0$ known, the mode gives $\Gamma_0=(r/V_0)\,e^{-V^*/V_0}$. This extrapolates from $V^*$ down to zero voltage, and at fixed $V^*$ and $r$ it amplifies errors:

$$\frac{d\ln\Gamma_0}{d\ln V_0}=\frac{V^*}{V_0}-1 .$$

When $V^*$ is many times $V_0$, a small relative error in $V_0$ becomes a large one in $\Gamma_0$.

## Second half: a hafnium-oxide filament cell

The cell is ramped as $V=rt$ and has the hazard $\Gamma(V)=\Gamma_0e^{V/V_0}$. With $a=\Gamma_0V_0/r<1$, the mode of the switching voltage is $V^*=V_0\ln[r/(\Gamma_0V_0)]$, where $\Gamma(V^*)=r/V_0$. For $a\ll1$ the mean is $V^*-\gamma V_0$ with $\gamma\approx0.577$, the standard deviation is $\sigma=\pi V_0/\sqrt6$, and the skewness is $-1.14$. A fraction $q$ has switched at $V_q=V_0\ln[1-\ln(1-q)/a]$.

In the example a conducting filament in a hafnium-oxide film is interrupted by a gap, and switching closes it. The parameters are rough illustrative values: temperature $T=300$ K, activation barrier $E_a=1.2$ eV, attempt frequency $\nu=10^{13}$ Hz, gap 2.0 nm, film thickness 5.0 nm.

### (g) The switching event is a thermally activated ionic hop whose barrier falls linearly with voltage, $E=E_a-\alpha V$. Find $\Gamma_0$, $V_0$ and the switching voltage at $r=1$ V/s.

**Solution.** The activated rate is

$$\Gamma=\nu\exp\!\left[-\frac{E_a-\alpha V}{k_BT}\right]
\quad\Longrightarrow\quad
\Gamma_0=\nu\,e^{-E_a/k_BT},\qquad V_0=\frac{k_BT}{\alpha}.$$

The lever $\alpha$ is the lowering of the barrier per volt. Let the field be the voltage divided by the gap, and let the ion respond with an effective dipole of length 0.9 nm times the elementary charge. Then $\alpha=0.9/2.0=0.45$ eV per volt.

With $k_BT=0.02585$ eV this gives $V_0=0.02585/0.45=0.0574$ V and $\Gamma_0=6.9\times10^{-8}$ s$^{-1}$. The threshold ramp rate is $\Gamma_0V_0=4.0\times10^{-9}$ V/s, so at 1 V/s the cell is deep in the fast-ramp regime. The mode is

$$V^*=0.05745\ \text{V}\times\ln\frac{1}{3.983\times10^{-9}}=0.05745\ \text{V}\times19.34=1.111\ \text{V}.$$

In atomic units $V^*=0.0408$ and $V_0=0.00211$ hartree per elementary charge.

The mean is $1.111-0.577\times0.0574=1.078$ V, and the standard deviation is $1.283\times0.0574=0.074$ V. One run in a hundred has switched by $V_{0.01}=0.847$ V, 0.26 V below the mode. A ramp of 1000 V/s raises the mode by three steps of 0.132 V, to 1.508 V, and leaves the width at 0.074 V.

Here $V^*/V_0=19.3$. By the formula of (f), $\Gamma_0$ inferred from the mode would come out about 2.4 times too large if $V_0$ were taken 5% too large.

Inserting $\Gamma_0$ and $V_0$ in the mode shows what the ramp selects:

$$V^*=\frac1\alpha\left[E_a-k_BT\ln\frac{\nu V_0}{r}\right],\qquad
E_a-\alpha V^*=k_BT\ln\frac{\nu V_0}{r}.$$

The cell typically switches when its barrier has fallen to 0.70 eV, or 27 $k_BT$. An activated rate requires this remaining barrier to be much larger than $k_BT$, hence $r\ll\nu V_0$. Under the same condition the barrier changes by much less than $k_BT$ in one attempt period, so the rate can follow the present voltage.

### (h) The constants above belong to 300 K and to a straight barrier law. What changes at 85 °C, and what changes if the barrier falls along a curve?

**Solution.** *Temperature.* Keep $E_a$, $\alpha$, $\nu$ and $r$ fixed and set $T=358.15$ K. Then $V_0$ grows in proportion to $T$, to 0.0686 V, and the expression for $V^*$ gives

$$V^*=\frac{1.2-0.03086\times27.25}{0.45}\ \text{V}=0.80\ \text{V}.$$

The mode falls by 0.31 V, more than four standard deviations of the 300 K distribution. The form of the law survives, but both of its constants must be taken at the temperature of use.

*Curved barrier.* First take any smooth hazard. The derivation in (a) gives $p=(\Gamma/r)S$ with $d\ln S/dV=-\Gamma/r$, so at an interior mode

$$\frac{d\ln p}{dV}=\frac{\Gamma'}{\Gamma}-\frac{\Gamma}{r}=0
\quad\Longrightarrow\quad r\,\Gamma'(V^*)=\Gamma(V^*)^2 .$$

Define a local scale by $1/V_{\rm loc}=\Gamma'/\Gamma$ at $V^*$. The condition becomes $\Gamma(V^*)=r/V_{\rm loc}$, as before. An exponential hazard that touches $\ln\Gamma$ at the mode with this slope therefore has the same mode. Its constants are local ones, and its $\Gamma_0$ need not be the true rate at zero voltage.

For a definite curve, let the ion move in a cosine potential with phase $\theta$, one hop being $2\pi$. The tilt is chosen so that a point half a hop away is lowered by $\alpha V$:

$$U(\theta)=\frac{E_a}{2}(1-\cos\theta)-\frac{\alpha V}{\pi}\theta .$$

Setting $dU/d\theta=0$ gives $\sin\theta=u$ with $u=2\alpha V/(\pi E_a)$. For $u<1$ the minimum is at $\theta_1=\arcsin u$ and the maximum at $\pi-\theta_1$. Their difference in energy is

$$E(V)=E_a\cos\theta_1-\frac{\alpha V}{\pi}(\pi-2\theta_1)
=E_a\left[\sqrt{1-u^2}-u\arccos u\right],$$

where $\alpha V/\pi=E_au/2$ and $\pi-2\theta_1=2\arccos u$ were used. Differentiating the bracket, the two terms $\mp u/\sqrt{1-u^2}$ cancel and leave $-\arccos u$. With $du/dV=2\alpha/(\pi E_a)$,

$$\frac{dE}{dV}=-\frac{2\alpha}{\pi}\arccos u,\qquad
V_{\rm loc}=\frac{\pi k_BT}{2\alpha\arccos u}.$$

At small voltage $\arccos u\to\pi/2$ and the straight law returns. As the tilt grows, the saddle and the minimum approach each other, and each further volt lowers the barrier by less.

The attempt frequency is held at $\nu$. The tilt also softens the well frequency by the factor $(1-u^2)^{1/4}$, about 0.98 at the mode, and including this would raise the mode by a further 1 mV or so. With $\nu$ fixed, the mode condition is $E(V^*)=k_BT\ln(\nu V_{\rm loc}/r)$. At $V^*=1.212$ V one has $u=0.289$ and $V_{\rm loc}=0.0707$ V, and both sides equal 0.705 eV. The curvature thus raises the mode by 0.10 V. The local zero-voltage rate is $5.0\times10^{-7}$ s$^{-1}$, seven times the true $\Gamma_0$, so extending the tangent law down to zero voltage would overestimate the switching rate there by that factor in this model.

The local scale predicts a standard deviation of $1.283\times0.0707=0.091$ V. Multiplying the survival probabilities of 400,000 small voltage steps, with the curved barrier in each, gives 0.088 V. The tangent law is 3% too wide here.

### (i) The barrier also varies from one cycle to the next, and leakage current heats the cell before it switches. How large are these effects?

**Solution.** Both are calculated with the straight barrier law at 300 K and 1 V/s, one effect at a time.

*Barrier spread.* Let the barrier be $E_a+\delta$ in a given cycle, with $\delta$ Gaussian, of zero mean and standard deviation $\sigma_E=0.05$ eV. By the formula of (g), $\delta$ shifts the whole fast-ramp distribution by $\delta/\alpha$ without changing its shape. The switching voltage is then a sum of two independent parts, and their variances add:

$$\sigma_{\rm tot}=\sqrt{\frac{\pi^2V_0^2}{6}+\frac{\sigma_E^2}{\alpha^2}}
=\sqrt{0.0737^2+0.111^2}\ \text{V}=0.133\ \text{V}.$$

The width nearly doubles. If it were read as $\pi V_0/\sqrt6$, it would give a $V_0$ of 0.104 V instead of 0.057 V. The slope against $\ln r$ is free of this error, because the average over $\delta$ produces the same shape at every fast ramp rate and moves with $V^*$.

The mean stays at 1.078 V because $\delta$ averages to zero. The mode does move: averaging the densities numerically over the Gaussian puts it at 1.088 V, which is 0.023 V below the single-barrier value. The third central moment is unchanged by a symmetric spread while the variance grows, so the skewness shrinks from $-1.14$ to $-1.14\times(0.0737/0.133)^3\approx-0.19$. The distribution becomes more symmetric, and its mode lies closer to its mean.

*Heating.* Take an ohmic leakage resistance $R=2\times10^5$ ohm and a thermal resistance $R_{\rm th}=5\times10^5$ K/W, both rough, with the temperature keeping pace with the power:

$$T(V)=T+R_{\rm th}\frac{V^2}{R}.$$

At the mode the cell is 3.0 K warmer. The stepwise product of survival probabilities, with this temperature in the hazard, moves the mode down by 0.015 V.

The size can be understood from (g). Since $V_0$ is proportional to $T$, a uniform change of temperature moves the mode by

$$\frac{dV^*}{dT}=-\frac{k_B}{\alpha}\left[\ln\frac{\nu V_0}{r}+1\right]\approx-5.4\ \text{mV/K},$$

which gives $-0.016$ V for 3.0 K. Heating that grows along the ramp also makes the hazard steeper. A steeper hazard has a smaller $V_{\rm loc}$, so the mode condition asks for a larger $\Gamma$, and this returns between 1 and 2 mV.

The effect is small only for the values chosen. It is governed by $R_{\rm th}/R$, which is poorly known for a filament. With this ratio ten times larger the cell is about 25 K warmer at the mode, the mode falls by 0.12 V and the standard deviation narrows to 0.063 V. With it a hundred times larger the mode falls by 0.47 V. A leakage current that rises faster than linearly with voltage also enlarges the shift.

### (j) The ion can tunnel near the top of the barrier. Does this matter at 300 K?

**Solution.** Near its top at energy $U_b$ the barrier is an inverted parabola with angular frequency $\omega$. Let $q$ be the distance from the top in units of the oscillator length. In atomic units ($\hbar=1$), with $\epsilon=(E-U_b)/\omega$, the wave equation is $-\tfrac12\psi''-\tfrac12q^2\psi=\epsilon\psi$. Far to the right the transmitted wave is

$$\psi\to t\,q^{\,i\epsilon-1/2}\,e^{iq^2/2}.$$

Continue it to the left through the upper half of the complex plane, $q=|q|e^{i\phi}$ with $\phi$ from 0 to $\pi$. The exponential returns to the same form, which on the left is the reflected wave. The incident wave, with $e^{-iq^2/2}$, is exponentially small beside it for $\pi/2<\phi<\pi$ and does not affect its coefficient. The power of $q$ supplies the factor $e^{i\pi(i\epsilon-1/2)}=-i\,e^{-\pi\epsilon}$. The reflected and transmitted probabilities thus have the ratio $e^{-2\pi\epsilon}$, and since they add to one, the transmission is $1/(1+e^{-2\pi\epsilon})$.

Classically the transmission is 0 below the top and 1 above it. With the well still treated classically, the rate is therefore multiplied by the thermal average, with $y=(E-U_b)/k_BT$ and $x=\omega/k_BT$,

$$\kappa=\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/x}}=\frac{x}{2\pi}\int_0^\infty\frac{w^{x/2\pi-1}}{1+w}\,dw=\frac{x/2}{\sin(x/2)},$$

where $w=e^{-2\pi y/x}$, and the last integral is the standard one, $\pi/\sin(\pi c)$ with $c=x/2\pi$ between 0 and 1. The lower limit may be $-\infty$ because the barrier is many $k_BT$ high.

In an untilted cosine potential the top and the bottom have equal curvature apart from sign, so $\omega=2\pi\nu$. At 300 K this gives $x=1.60$ and $\kappa=0.80/\sin0.80=1.115$. A constant factor in the rate multiplies $\Gamma_0$ and shifts the mode by $-V_0\ln\kappa=-0.006$ V. Tunnelling is a small correction here. The quantized levels of the well give another of similar size. Replacing the classical partition function of a harmonic well, $1/x$, by the quantum one, $1/[2\sinh(x/2)]$, multiplies the rate by $\sinh(x/2)/(x/2)=1.110$. Together the two factors shift the mode by about $-0.012$ V. The formula for $\kappa$ diverges at $x=2\pi$, which for this frequency is 76 K. Near and below that temperature the activated law fails.

### (k) How does the model stand beside a real cell?

**Solution.** Hafnium-oxide filament cells switch on at roughly one volt in slow sweeps, so 1.1 V is of the right size, but the parameters are too loosely known for this to confirm the model. The dipole length of 0.9 nm is larger than an atomic hop and has to be read as a lumped constant that includes the ion's charge and the enhancement of the local field. If the whole voltage lay across the intact 5 nm film, the field at the mode would be 2.2 MV/cm, below a rough breakdown strength of 4 MV/cm. In the gap it is 5.6 MV/cm, and there local breakdown is the switching event itself. Real cells break the assumption of one event with one fixed barrier. A barrier spread of 0.05 eV widens the distribution from 0.074 to 0.133 V. If any of $n$ equal and independent sites can close the gap, their hazards add, $\Gamma_0$ becomes $n\Gamma_0$, and the mode falls by $V_0\ln n$, or 0.13 V for ten sites. If several hops must follow one another, the hazard depends on history and the derivation in (a) no longer applies. Of the shifts calculated for this cell at 1 V/s, with the leakage and thermal resistances first assumed in (i), the largest is that of the operating temperature, $-0.31$ V at 85 °C; much stronger self-heating could exceed it. A read voltage chosen from 300 K ramps therefore has to be checked against the hazard at 85 °C, accumulated over the total reading time. Storage at zero voltage needs the same check, and here the example fails as a non-volatile memory: its mean unswitched life $1/\Gamma_0$ is 167 days at 300 K but only 2.1 hours at 85 °C. With the same attempt frequency, a mean life of ten years at 85 °C would take a barrier of about 1.53 eV. If the lever also stayed the same, the mode of such a cell at 300 K and 1 V/s would be about 1.84 V. A switching voltage of the right size therefore does not show that the constants also describe retention.
